\section*{Why Two Vertical Mirrors Forbid Interlayer Dzyaloshinskii-Moriya Coupling Between Uniform Layers}

\section{Interlayer chirality and vertical mirrors}

\subsection{The symmetry argument}

A vertical mirror of a magnetic stack allows the interlayer Dzyaloshinskii-Moriya (DM) vector to point only along the normal of that mirror. Two nonparallel vertical mirrors demand two different directions for one vector, so the vector is zero.

To derive this, let $\mathbf m_1$ and $\mathbf m_2$ be the unit magnetizations of two uniform layers, and let $z$ be the stack normal. The part of the energy linear in each magnetization is
\begin{equation}
E_{12}=\sum_{ab}J_{ab}m_{1a}m_{2b}.
\end{equation}
The antisymmetric part of $J$ has three components, which form a vector:
\begin{equation}
D_c=\tfrac12\sum_{ab}\varepsilon_{cab}J_{ab},\qquad
\tfrac12(J_{ab}-J_{ba})=\sum_c\varepsilon_{cab}D_c .
\end{equation}
The second relation follows from the first through $\sum_c\varepsilon_{cab}\varepsilon_{cde}=\delta_{ad}\delta_{be}-\delta_{ae}\delta_{bd}$. Inserting it in the energy gives
\begin{equation}
E_{\rm DM}=\mathbf D\cdot\mathbf c,\qquad \mathbf c=\mathbf m_1\times\mathbf m_2 .
\end{equation}
The sign of $\mathbf D$ thus selects a sense of rotation from one layer to the other.

A mirror with unit normal $\mathbf n$ acts on positions as $M=1-2\mathbf n\mathbf n^T$, with $\det M=-1$. Magnetization transforms like the moment of a current loop, $\mathbf r\times\mathbf v$. For an orthogonal matrix $O$ and any vector $\mathbf w$,
\begin{align}
\mathbf w\cdot(O\mathbf a\times O\mathbf b)
&=\det[\mathbf w,O\mathbf a,O\mathbf b]
=\det O\,\det[O^T\mathbf w,\mathbf a,\mathbf b]\nonumber\\
&=\mathbf w\cdot\left[\det O\;O(\mathbf a\times\mathbf b)\right].
\end{align}
Since $\mathbf w$ is arbitrary, $O\mathbf a\times O\mathbf b=\det O\,O(\mathbf a\times\mathbf b)$. Magnetization is therefore transformed by
\begin{equation}
R=\det(M)M=2\mathbf n\mathbf n^T-1 .
\end{equation}
Its component along the mirror normal survives; its components in the mirror plane reverse.

This $R$ is a half-turn about $\mathbf n$, so $\det R=1$ and the same identity gives $R\mathbf m_1\times R\mathbf m_2=R\mathbf c$. A vertical mirror leaves each layer in its place. If it is a symmetry of the stack, then $\mathbf D\cdot R\mathbf c=\mathbf D\cdot\mathbf c$ for every $\mathbf c$. Because $R^T=R$,
\begin{equation}
R\mathbf D=\mathbf D
\;\Rightarrow\;2\mathbf n(\mathbf n\cdot\mathbf D)-\mathbf D=\mathbf D
\;\Rightarrow\;\mathbf D=\mathbf n(\mathbf n\cdot\mathbf D).
\end{equation}
With two mirrors, $\mathbf D=\alpha\mathbf n_1=\beta\mathbf n_2$. Nonparallel normals are linearly independent, so $\alpha=\beta=0$ and $\mathbf D=0$.

The mirrors must belong to the complete stack: both magnets, the spacer, and any layer that influences them. A glide plane serves equally well, because its in-plane translation does not change a uniform magnetization. In an exchange-biased stack, the frozen moments of the antiferromagnet must also respect the mirror, either directly or after reversal of all moments. The second option gives the same restriction because $\mathbf c$ is unchanged when both magnetizations reverse.

\subsection{What broken mirrors permit}

One surviving vertical mirror allows $\mathbf D\parallel\mathbf n$. A vertical rotation axis without mirrors allows $\mathbf D\parallel z$, since a nontrivial rotation about $z$ leaves no in-plane vector fixed. With no symmetry, all three components are allowed.

Breaking the mirrors is not sufficient. An operation that exchanges the layers changes $\mathbf m_1\times\mathbf m_2$ into $R\mathbf m_2\times R\mathbf m_1=-R\mathbf c$, and hence requires $R\mathbf D=-\mathbf D$. Inversion leaves axial vectors unchanged, so $R=1$ and $\mathbf D=0$ even in a stack without mirrors.

These rules were tested on an electron model with one atom per layer and surface cell: a magnetic $s$ layer, a heavy $p$ layer and a second, inequivalent magnetic $s$ layer. Its Hamiltonian is
\begin{equation}
H=H_{\rm hop}+\lambda\,\mathbf L\cdot\mathbf S
-\frac{\Delta}{2}\sum_{i=1,2}P_i\,\mathbf m_i\cdot\boldsymbol\sigma ,
\end{equation}
where $P_i$ selects magnetic layer $i$, $\mathbf L$ acts on the spacer orbitals, $\lambda=0.50$ eV and $\Delta=1.50$ eV. The hoppings depend on bond length and direction alone. The energy $E$ is the electronic grand potential at fixed chemical potential, with smearing 0.15 eV and a $6\times6$ mesh.

Single-layer anisotropy must not be mistaken for coupling. Averaging over both unit spheres, with $\langle m_am_b\rangle=\delta_{ab}/3$, isolates the required part:
\begin{equation}
J_{ab}=9\left\langle E(\mathbf m_1,\mathbf m_2)m_{1a}m_{2b}\right\rangle .
\end{equation}
A term depending on one magnetization averages to zero here, because the other factor has zero mean.

\begin{center}
\begin{tabular}{lcc}
Stack & Vertical mirrors & $(D_x,D_y,D_z)$, $\mu$eV/cell\\ \hline
Square & 4 & $(0,0,0)$\\
Rectangular & 2 & $(0,0,0)$\\
fcc(111) & 3 & $(0,0,0)$\\
fcc, 1\% strain along $x$ & 1 & $(7.34,0,0)$\\
fcc, 1\% strain at $15^\circ$ & 0 & $(6.46,-4.04,-0.0006)$\\
Square, top slid along $x$ & 1 & $(0,463,0)$\\
Oblique, twofold axis & 0 & $(0,0,0.033)$
\end{tabular}
\end{center}

With two or more mirrors, the largest component was $1.4\times10^{-16}$ eV, which is rounding error. The slide in the sixth row is 0.05 nm, about 18\% of the atomic spacing of 0.277 nm. The oblique stack gives a warning about magnitude: symmetry permits $D_z$, but this model makes it about four orders of magnitude smaller than $D_y$ in the slid stack. The coarse mesh even gets its sign wrong: a $24\times24$ mesh gives $-0.034\,\mu$eV. The same refinement changes $D_y$ of the slid stack from 463 to $425\,\mu$eV and $D_x$ of the fcc stack strained along $x$ from 7.34 to $5.72\,\mu$eV, so the nonzero entries are illustrations, not converged values. Symmetry fixes directions and zeros, not sizes.

Two further tests address the cause. A stack without any symmetry had $|\mathbf D|=3.92$ meV on the $6\times6$ mesh (4.00 meV on a $24\times24$ mesh). The vector of its mirror image obeyed the axial rule to rounding error, whereas a polar rule missed by 7.83 meV, which is $2|\mathbf D|$ because the two rules differ by a sign. Removing spin-orbit coupling from the same stack removed $\mathbf D$. Without that coupling, rotating all spins together costs no energy, so the bilinear energy can depend only on $\mathbf m_1\cdot\mathbf m_2$. A separate stack with inversion but no mirrors also gave zero.

\subsection{Bonds can be chiral when the layers are not}

The theorem does not say that atomic DM interactions are absent. Consider a bent triple consisting of a lower magnetic atom, a heavy atom and an upper magnetic atom. The plane through the three atoms is a mirror of the triple, so its DM vector lies along the normal of that plane. This plane is generally not a mirror of the whole stack.

For one isolated triple cut from the fcc geometry, the model gives $|\mathbf D|=8.54$ meV. The symmetry operations of the stack generate six such triples with differently oriented vectors. Their sum is unchanged by each mirror and must therefore vanish; the sum of the six separately calculated vectors was $1.0\times10^{-16}$ eV. This illustrates the cancellation but does not decompose the energy of the periodic stack, where electrons also follow longer paths.

Uniform magnetization matters here. It gives equivalent bonds the same $\mathbf c$, so their vectors can be added. In a domain wall or spiral, $\mathbf c$ varies between bonds, and the cancellation need not survive. DM coupling within one layer is likewise a separate matter.

\subsection{Strain as a controlled way to break the mirrors}

For an fcc(111) stack with threefold symmetry, choose $x$ along one mirror normal. Let $e_{ab}$ be the in-plane strain and define
\begin{equation}
C=c_x+ic_y,\qquad S=e_{xx}-e_{yy}+2ie_{xy}.
\end{equation}
A rotation by $\alpha$ gives $C\to e^{i\alpha}C$ and $S\to e^{2i\alpha}S$. At $\alpha=120^\circ$, the product $CS$ acquires $e^{3i\alpha}=1$. The mirror changes $c_y$ and $e_{xy}$ in sign, so $CS\to(CS)^*$ and only the real part is allowed. The other products linear in strain fail: $CS^*$, $C(e_{xx}+e_{yy})$ and $c_zS$ acquire phases under the rotation, while $c_z(e_{xx}+e_{yy})$ is odd under the mirror. Hence
\begin{equation}
E_{\rm DM}=g\,{\rm Re}(CS)+O(e^2).
\end{equation}
Uniaxial strain $e$ at angle $\theta$ has $e_{xx}=e\cos^2\theta$, $e_{yy}=e\sin^2\theta$ and $e_{xy}=e\sin\theta\cos\theta$, so $S=e\,e^{2i\theta}$. Taking the real part gives
\begin{equation}
\mathbf D=g e(\cos2\theta,-\sin2\theta,0)+O(e^2).
\end{equation}
The DM vector turns opposite to the strain axis and twice as fast.

On the $6\times6$ mesh the model gives $g=7.54\,\mu$eV per percent; a $24\times24$ mesh lowers this to $5.74\,\mu$eV per percent. The comparisons below use the $6\times6$ mesh throughout unless another is named. At $15^\circ$, the formula predicts $7.54(0.866,-0.500)=(6.53,-3.77)$, in agreement with the calculated slopes $(6.53,-3.77)$. At $45^\circ$, the calculated slope is $(0,-7.54)$. These slopes come from central differences between tension and compression, which cancel even orders in strain. The values at a finite 1\% tension differ somewhat: along $x$, 7.34 is 2.6\% below the linear value. Most of this difference comes from the coarse mesh; on the $24\times24$ mesh it is only 0.3\%.

The tiny $D_z$ at $15^\circ$ also has a symmetry reason. At second order, the rotation-invariant strain combinations are $|S|^2$ and $(e_{xx}+e_{yy})^2$. Both are even under the mirror and cannot multiply the mirror-odd $c_z$. The first allowed factor is ${\rm Im}\,S^3=e^3\sin6\theta$, so $D_z$ starts at third order when the energy depends smoothly on strain. The tabulated value does not display this power: in the model, doubling the strain from 1\% to 2\% multiplies $D_z$ by about 4, and 1\% compression multiplies it by about $-1.4$. A $20\times20$ mesh changes it from $-0.0006$ to $-0.0003\,\mu$eV.

For practical layer growth, the twofold axis is as important as the mirrors. It reverses $C$ but leaves $S$ unchanged. Homogeneous in-plane strain therefore cannot create in-plane $\mathbf D$ in a stack that has a vertical twofold axis, such as the square stack above. A lateral slide or thickness gradient can, because it removes that axis.

\subsection{Where the theorem stops}

The result $\mathbf D=0$ concerns the bilinear energy. Threefold stacks allow, for example,
\begin{equation}
E_4\propto c_x(m_x^2-m_y^2)-2c_ym_xm_y
={\rm Re}\left[C(m_x+im_y)^2\right],
\end{equation}
with $\mathbf m$ taken from one layer. The argument is the one used for strain, with $(m_x+im_y)^2$ replacing $S$. When both magnetizations lie in the $yz$ plane, $E_4\propto-c_xm_y^2$. Reversing both $y$ components reverses $c_x$ and therefore this energy.

For tilts of $20^\circ$ and $70^\circ$ from $z$, half the energy difference between the two senses was $-0.79\,\mu$eV in the unstrained fcc stack. The calculation retained all terms odd in each magnetization, so this number is the total higher-order contribution and not the coefficient of $E_4$ alone. Its size depends strongly on the numerical settings: a $48\times48$ mesh gives $-0.39\,\mu$eV, or $-0.91\,\mu$eV with the smearing reduced to 0.10 eV. For smearings from 0.15 down to 0.05 eV the sign persists, and the magnitude lies between about 7\% and 17\% of the DM coefficient produced by 1\% strain at the same smearing. In the square stack it vanished: the twofold axis maps one sense into the other at equal energy. A small chiral signal in a threefold stack is therefore not by itself proof of a broken mirror.

\subsection{How large the effect is in a device}

For the fcc stack strained by 1\% along $x$, refining the mesh to $12\times12$ at fixed smearing changes $D_x$ from 7.34 to $5.83\,\mu$eV. Reducing the smearing to 0.10 eV on the finer mesh gives $6.55\,\mu$eV. A $24\times24$ mesh gives 5.72 and $6.45\,\mu$eV at the two smearings. The remaining mesh error of the $12\times12$ values is thus about 2\%. The smearing matters more: at 0.05 eV, a $48\times48$ mesh gives about $7.9\,\mu$eV, 38\% above the value at 0.15 eV. With cell area $(\sqrt3/2)(0.277\,{\rm nm})^2(1.01)=0.0671\,{\rm nm}^2$, the value $5.83\,\mu$eV corresponds to $0.014$ mJ/m$^2$.

The device estimate uses separate, round parameters for a perpendicular synthetic antiferromagnet: $J=0.10$, $D=0.02$ and $K=K_{\rm eff}t=0.20$ mJ/m$^2$, with $t=1$ nm and $M_s=1.1\times10^6$ A/m. With $\mathbf D$ along $x$, and with higher-order coupling and tilted easy axes left out, the energy per area is
\begin{equation}
E=J\,\mathbf m_1\cdot\mathbf m_2+Dc_x-K(m_{1z}^2+m_{2z}^2).
\end{equation}
Put $\mathbf m_i=(0,\sin\theta_i,\cos\theta_i)$, $\varphi=\theta_1-\theta_2$ and $s=\theta_1+\theta_2$. Then $c_x=\sin\varphi$ and $\cos^2\theta_1+\cos^2\theta_2=1+\cos s\cos\varphi$. Near antiparallel alignment set $\varphi=\pi+\delta$. Minimization over $s$ gives $\cos s=-1$, and
\begin{align}
E&=-K-(J+K)\cos\delta-D\sin\delta,\\
0&=\frac{dE}{d\delta}=(J+K)\sin\delta-D\cos\delta,\\
\tan\delta&=\frac{D}{J+K}=\frac{0.02}{0.30},\qquad \delta=3.8^\circ .
\end{align}
Each layer tilts by half this angle. Minimization over both unit vectors, without assuming a common plane, gave the same $\delta$. The corresponding field scale is $D/(M_st)=18$ mT.

The omitted terms can matter. A single mirror with normal $x$ permits not only $D_x$ but also a term $m_{iy}m_{iz}$ in each layer, which tilts its easy axis. If the two layers have different coefficients, these terms cant the antiparallel pair just as $D_x$ does. In the electron model strained by 1\% along $x$ ($24\times24$ mesh, smearing 0.15 eV), the terms even in each magnetization act like an extra $D_x$ of $2.6\,\mu$eV, while the terms odd in each give $5.2\,\mu$eV. At 0.10 eV these values become 1.2 and $3.5\,\mu$eV ($3.6\,\mu$eV on a $48\times48$ mesh). The even terms are not single-layer anisotropy alone: the single-layer parts give 3.2 and $2.6\,\mu$eV at the two smearings, and coupling even in each magnetization offsets part of this. The odd values differ from the bilinear $D_x$, 5.72 and $6.45\,\mu$eV, because higher-order coupling also contributes. A measured canting angle alone therefore does not determine $\mathbf D$.

Thermal motion is comparable. At the minimum, the second derivative is $\sqrt{(J+K)^2+D^2}=0.301$ mJ/m$^2$. Classical equipartition for small, uniform fluctuations in a pillar of area $A$ gives
\begin{equation}
\delta_{\rm rms}=\sqrt{\frac{k_BT}{A\sqrt{(J+K)^2+D^2}}}=4.8^\circ
\end{equation}
at 300 K and 50 nm diameter. This is the component in the $yz$ plane; the relative tilt along $x$ fluctuates by the same amount, so the combined rms fluctuation is $6.8^\circ$. The canting is therefore a shift of the mean, to be found by time averaging or in a larger area, rather than from one instantaneous state. The average must be taken within one antiparallel state: the up-down and down-up states have opposite net in-plane moments, which cancel if both are included equally.

Dipolar coupling also has a noticeable scale: the on-axis field is 27 mT, equivalent to $0.030$ mJ/m$^2$. The field is stronger near the pillar edge, and averaging over the whole pillar raises the coupling to about $0.05$ mJ/m$^2$ for perpendicular magnetizations. It does not imitate $\mathbf D$. For uniform bodies, its energy contains $\mathbf m_1\cdot\mathbf m_2$ and $(\mathbf m_1\cdot\mathbf r)(\mathbf m_2\cdot\mathbf r)$, integrated over pairs of points; both are symmetric under exchange of the two magnetizations. It can shift the canting by changing the restoring energy.

As a comparison with real Co/Pt-type stacks, the anisotropy and magnetization used here are ordinary rough values, while $D/J=0.2$ is an assumed ratio, chosen to make the canting easy to see. The single-atom spacer of the electron model is thinner than a typical device spacer, so its energy should not be transferred to a device. Sputtered films also break the single-crystal assumption. If $N$ equal-area grains have independent $\mathbf D$ vectors of equal length, randomly directed in the plane, and the layers remain uniform, the rms net vector is $D/\sqrt N$. For $N=25$, it falls from 0.02 to 0.004 mJ/m$^2$, and the canting from $3.8^\circ$ to about $0.8^\circ$. Uniformity itself is doubtful during reversal: the estimated wall width, 27 nm, fits inside the 50 nm pillar.

\subsection{Practical consequences}

To suppress bilinear interlayer DM coupling, preserve two vertical mirrors in the complete stack, including its average growth profile. To create it, leave at most one vertical mirror, and check that no vertical rotation axis or layer-exchanging symmetry still forbids the wanted component. A thickness wedge along $x$ in an otherwise mirror-symmetric stack can leave the mirror with normal $y$, so the permitted $\mathbf D$ lies along $y$, perpendicular to the gradient.

A useful control is a second sample with the wedge reversed. If the unwedged stack has a vertical twofold axis, that axis maps one sample into the other, and the in-plane $\mathbf D$ must change sign. A signal that keeps its sign under this reversal has another origin or reveals an additional broken symmetry. A change of sign is necessary but does not prove that $\mathbf D$ is the cause, because canting by tilted easy axes reverses too. The two differ when one magnetization alone is reversed: the DM energy changes sign, whereas a single-layer anisotropy energy does not. Higher-order coupling odd in each magnetization changes sign as well, so this test does not isolate the bilinear $\mathbf D$. The numerical output below gives most of the values used in the comparisons above.

\section*{Numbers as computed}
\begin{verbatim}
Model: s / p / s layers, energies per surface cell
Spacing 0.277 nm; heights 0.21, 0.23 nm
Exchange splitting 1.50 eV; spin-orbit 0.50 eV
Electronic smearing 0.15 eV; k mesh 6 x 6
Stack: mirrors; allowed dimensions; Dx, Dy, Dz in micro-eV
square C4v: 4; 0; 0.0000, 0.0000, 0.0000
rectangular C2v: 2; 0; 0.0000, 0.0000, 0.0000
fcc(111) C3v: 3; 0; 0.0000, 0.0000, 0.0000
fcc, 1% strain at 0 deg: 1; 1; 7.3412, 0.0000, 0.0000
fcc, 1% strain at 15 deg: 0; 3; 6.4556, -4.0358, -0.0006
square, top slid along x: 1; 1; 0.0000, 463.2765, 0.0000
oblique, C2 axis only: 0; 1; 0.0000, 0.0000, 0.0329
Largest |D component| with two mirrors: 1.4e-16 eV
Mirror-image test: axial-rule error 2.3e-16 eV
Mirror-image test: polar-rule error 7833.760 micro-eV
Low-symmetry |D|: 3916.880 micro-eV
Same stack without spin-orbit: 8.4e-17 eV
No mirrors but inversion: |D| = 8.9e-17 eV
One atom triple: |D| = 8.5439 meV
Sum over six triples: |D| = 1.0e-16 eV
Strain slope at 0 deg (micro-eV per %): 7.535, -0.000, 0.000
Strain slope at 15 deg (micro-eV per %): 6.526, -3.768, -0.000
Strain slope at 45 deg (micro-eV per %): -0.000, -7.535, 0.000
C3v higher-order sense energy: -0.7916 micro-eV
C4v higher-order sense energy: 2.2e-16 eV
1% strain, 12 x 12 mesh: Dx = 5.827 micro-eV
Same, smearing 0.10 eV: Dx = 6.551 micro-eV
12 x 12 mesh, smearing 0.15 eV: Dx = 0.0139 mJ/m2
Device J, D, K_eff t: 0.10, 0.02, 0.20 mJ/m2
Device Ms 1.1e+06 A/m; layer 1.0 nm
Device K_eff 2.0e+05 J/m3; stiffness 1.5e-11 J/m
Pillar diameter 50 nm; temperature 300 K
Layer center spacing 2.0 nm
Canting from antiparallel: 3.814 deg
Canting by free minimization: 3.814 deg
DMI field scale: 18.18 mT
Thermal rms canting fluctuation: 4.80 deg
On-axis dipole field: 27.38 mT
Dipole energy scale: 0.0301 mJ/m2
Domain-wall width: 27.2 nm
\end{verbatim}
